# Inferring film stress from the height of a straight buckle

## Problem

A metal film of thickness $h=0.2$ µm has come off a stiff substrate along a long straight strip and has bulged upward. The strip has half-width $b=10$ µm, and the crest stands $w_m=1$ µm above the substrate. The plane-strain modulus is $M=E/(1-\nu^2)=140$ GPa, where $E$ is Young's modulus and $\nu$ is Poisson's ratio.

(a) What compression, directed across the strip, did the film carry before it buckled?

(b) Take $\nu=0.36$. Could the film have carried the same compression along the strip and still have formed this straight buckle?

The substrate is taken as rigid and the film as uniform and linearly elastic, with no stress gradient through its thickness. At the edges of the strip the film is clamped: it neither moves nor tilts. Quoted compressions are positive numbers.

## A tempting solution

The detached strip is a plate of width $2b$ with clamped edges. Such a plate buckles at the compression

$$
\sigma_c=\frac{\pi^2}{12}M\left(\frac hb\right)^2
=\frac{\pi^2}{12}(140\ \text{GPa})(0.02)^2=46.1\ \text{MPa}.
$$

The film has buckled, so its stress is the buckling stress, and the answer to (a) is 46 MPa.

## Where it fails

The measured height was never used. The argument would return 46 MPa for a bulge of any height, including one too low to see.

The formula for $\sigma_c$ is right, but it answers another question. It gives the compression at which the flat strip can first rise into a straight buckle. (If the film is equally compressed along the strip, a wavy buckle can start slightly earlier, at about 43 MPa here.) The value $\sigma_c$ will also turn out to be the mean compression left inside the straight buckle afterwards. The film before buckling was compressed more strongly, and the excess was released when the strip lengthened into an arch. The height records that excess. To read it, the stretching of the film must be kept along with its bending.

## The right solution to (a)

**Strain.** Let $x$ run across the strip from $-b$ to $b$, and $y$ along it. A point of the film moves by $u(x)$ in the plane and by $w(x)$ upward. An element of length $dx$ acquires the length

$$
\sqrt{(dx+u'dx)^2+(w'dx)^2}\simeq dx\left(1+u'+\tfrac12w'^2\right)
$$

for small $u'$ and small slope $w'$. The added strain across the strip is therefore $u'+\frac12w'^2$. A long straight buckle adds no strain along $y$.

With the strain along $y$ held fixed, the transverse stress changes by $M$ times the added transverse strain. This is why $M$ appears and not $E$. If $\sigma$ is the compression before buckling, the transverse force per unit length, positive in tension, is

$$
N=Mh\left(-\frac{\sigma}{M}+u'+\frac12w'^2\right).
$$

Once $\sigma$ is given, the stress the film carried along $y$ does not enter $N$, so part (a) can be solved without knowing it.

**Equilibrium.** Bending adds a strain $-zw''$ at height $z$ above the mid-plane. Its energy per unit area is

$$
\frac12M w''^2\int_{-h/2}^{h/2}z^2dz=\frac12Dw''^2,
\qquad D=\frac{Mh^3}{12}.
$$

Apart from a constant, the energy per unit length of buckle is

$$
\mathcal E=\int_{-b}^{b}\left[\frac{N^2}{2Mh}+\frac12Dw''^2\right]dx .
$$

Since $\delta N=Mh(\delta u'+w'\delta w')$, its variation is

$$
\delta\mathcal E=\int_{-b}^{b}\left[N(\delta u'+w'\delta w')+Dw''\delta w''\right]dx .
$$

Clamping makes $\delta u$, $\delta w$ and $\delta w'$ vanish at both edges, so integration by parts leaves no boundary terms:

$$
\delta\mathcal E=\int_{-b}^{b}\left[-N'\delta u+\left(Dw''''-(Nw')'\right)\delta w\right]dx .
$$

This must vanish for every allowed variation. Hence $N'=0$, so $N$ is uniform, and

$$
Dw''''-Nw''=0 .
$$

**Shape.** Multiply this equation by $w$ and integrate by parts, using $w=w'=0$ at the edges:

$$
\int_{-b}^{b}\left(Dw''^2+Nw'^2\right)dx=0 .
$$

If $N\ge0$, both terms are non-negative and the film must be flat. A buckle therefore needs $N=-P$ with $P>0$. Setting $k^2=P/D$ gives $w''''+k^2w''=0$. The observed bulge is symmetric, and the even solutions are

$$
w=A+C\cos kx .
$$

The condition $w'(b)=0$ requires $\sin kb=0$, so $kb=n\pi$ with $n=1,2,\dots$ The value $n=1$ gives a single crest, as observed; larger $n$ gives several extrema inside the strip. With $n=1$, $w(b)=0$ gives $A=C$, and $w(0)=w_m$ gives $A=C=w_m/2$:

$$
w=\frac{w_m}{2}\left(1+\cos\frac{\pi x}{b}\right).
$$

The compression remaining in the buckle is

$$
\frac Ph=\frac{\pi^2D}{b^2h}=\frac{\pi^2}{12}M\left(\frac hb\right)^2=\sigma_c .
$$

This is the tempting answer, now in its proper place. It is the mean through the thickness; bending adds opposite stresses at the two faces.

**Height.** The bending equation is linear in $w$ once $N$ is fixed, so it leaves $w_m$ free. The expression for $N$ settles it. Put $N=-h\sigma_c$ there and divide by $Mh$:

$$
u'+\frac12w'^2=\frac{\sigma-\sigma_c}{M}.
$$

Integrate across the strip. The term in $u'$ gives $u(b)-u(-b)=0$, so

$$
\frac12\int_{-b}^{b}w'^2dx=\frac{2b(\sigma-\sigma_c)}{M}.
$$

The slope is $w'=-(\pi w_m/2b)\sin(\pi x/b)$, and the integral of $\sin^2(\pi x/b)$ over the strip is $b$. The left side is thus

$$
\frac12\,\frac{\pi^2w_m^2}{4b^2}\,b=\frac{\pi^2w_m^2}{8b},
$$

and therefore

$$
\sigma-\sigma_c=\frac{\pi^2}{16}M\left(\frac{w_m}{b}\right)^2 .
$$

Dividing by $\sigma_c$ gives the equivalent form

$$
\sigma=\sigma_c\left[1+\frac34\left(\frac{w_m}{h}\right)^2\right].
$$

**Numbers.** Here $w_m/b=0.1$ and $w_m/h=5$. The stretching part is

$$
\frac{\pi^2}{16}(140\ \text{GPa})(0.1)^2=863.6\ \text{MPa},
$$

and the total is

$$
\sigma=46.1+863.6\simeq 910\ \text{MPa}.
$$

This is 19.75 times $\sigma_c$. The film still attached beside the strip carries this compression; the buckled part has shed 95% of it.

As a separate test, the energy was made stationary numerically with both $u$ and $w$ unknown. For an input compression of 909.65 MPa it returned $w_m/h=5.000000$.

## Reading the formula

As $w_m\to0$, $\sigma\to\sigma_c$: the tempting solution is correct only at the onset of buckling. For $w_m\gg h$ the stretching part dominates, and the thickness drops out:

$$
\sigma\simeq\frac{\pi^2}{16}M\left(\frac{w_m}{b}\right)^2 .
$$

The example is close to this second limit. Since $\sigma_c\propto h^2/b^2$ and $\sigma-\sigma_c\propto w_m^2/b^2$, the logarithmic sensitivities are

$$
\frac{\partial\ln\sigma}{\partial\ln b}=-2,\qquad
\frac{\partial\ln\sigma}{\partial\ln w_m}=2\left(1-\frac{\sigma_c}{\sigma}\right)=1.90,\qquad
\frac{\partial\ln\sigma}{\partial\ln h}=\frac{2\sigma_c}{\sigma}=0.10 .
$$

A half-width read 1% too large lowers the inferred stress by about 2%. The same relative error in thickness changes it by about 0.1%.

**Slope.** The largest slope is $\pi w_m/(2b)=0.157$. Replacing the small-slope shape by the large-rotation bending curve of a rod, with an estimate of its compression included, gives 907 MPa, a change of −0.3% relative to the formula. The ratio $\sigma/M$, which sets the scale of the strain, is 0.65%, so different definitions of finite strain may matter at a similar relative level.

**Edge rotation.** Suppose the edges were free to rotate, as on hinges. The shape becomes $w=w_m\cos(\pi x/2b)$, with $k=\pi/(2b)$, and the remaining compression falls to $\sigma_c/4$. The mean of $\frac12w'^2$ is

$$
\frac12\cdot\frac{\pi^2w_m^2}{4b^2}\cdot\frac12=\frac{\pi^2w_m^2}{16b^2},
$$

the same as for clamped edges. The inferred stress would be $11.5+863.6=875$ MPa, or 3.8% less than before.

This is not a bound for partly restrained edges. If the restraint acts like a rotational spring, $w\propto\cos kx-\cos\kappa$ with $\kappa=kb$ between $\pi/2$ and $\pi$. The same integration, at fixed crest height, multiplies the stretching part by

$$
\frac{4\kappa^2}{\pi^2(1-\cos\kappa)^2}\left(1-\frac{\sin2\kappa}{2\kappa}\right).
$$

This factor is 1 at both ends of the range but about 0.94 at $\kappa=3\pi/4$. An edge held by such a spring can thus lower the result by more than the hinged case suggests. The edge of a bonded film is not a pure spring: the released force acts above the interface and tilts the edge in the opposite sense. On a substrate about as stiff as the film this puts $\kappa$ about 1% above $\pi$, and the tilt then raises the result slightly.

**Edge sliding.** If a further length $h$ of film on each side also relaxed, the released strain would act over $b+h$ instead of $b$. The stretching part would be divided by $1+h/b=1.02$, giving 893 MPa, a reduction of 1.9%. The length $h$ is only an illustration. On a thick elastic substrate of plane-strain modulus $M_s$, the released forces pull the two edges toward each other. The half-space solution for a line force then gives an equivalent length of order $(2h/\pi)(M/M_s)\ln(2b/h)$, which is about $3h$ for $M_s=M$. This estimate omits the shear give of the film itself beside the edge, which adds roughly one more $h$, so the length is nearer $4h$. The edge force, moment and tilt are also coupled, and this offsets part of the effect. For $M_s=M$ the inferred stress falls by about 6% in all, not 2%.

## The right solution to (b)

Buckling relieves compression along the strip only through Poisson's effect. The transverse stress rises by $\sigma-\sigma_c$ at fixed axial strain, so the axial stress rises by $\nu(\sigma-\sigma_c)$. An axial compression $\sigma_y$ in the attached film becomes, inside the buckle,

$$
T=\sigma_y-\nu(\sigma-\sigma_c).
$$

For equal compressions, $\sigma_y=\sigma$, this is

$$
T=909.6-0.36(863.6)=599\ \text{MPa}.
$$

The question is whether a straight buckle can bear it. Disturb the buckle by

$$
\delta w=\varphi(x)\cos qy,\qquad \delta u=U(x)\cos qy,\qquad \delta v=V(x)\sin qy,
$$

where $\delta v$ is the displacement along $y$, and all disturbances respect the clamps. To first order, the amplitudes of the two normal strains and the shear strain are

$$
e_x=U'+w'\varphi',\qquad e_y=qV,\qquad
\gamma=V'-qU-qw'\varphi .
$$

Terms of first order in the energy average to zero over a period in $y$. The second-order energy, averaged per unit length, is

$$
\begin{aligned}
\mathcal E_2=\frac14\int_{-b}^{b}\Big\{&Mh\Big[e_x^2+e_y^2+2\nu e_xe_y+\frac{1-\nu}{2}\gamma^2\Big]\\
&+D(\varphi''-q^2\varphi)^2-h\sigma_c\varphi'^2-hTq^2\varphi^2\Big\}dx .
\end{aligned}
$$

The prefactor combines the elastic $\frac12$ with the mean value $\frac12$ of $\cos^2qy$ or $\sin^2qy$. The last two terms are the existing compressions multiplied by the second-order strains $\frac12(\partial_x\delta w)^2$ and $\frac12(\partial_y\delta w)^2$. The remaining part of the plate's bending energy is proportional to the integral of $(\varphi\varphi')'$, which vanishes because $\varphi=0$ at the edges.

The straight buckle is unstable if some disturbance makes $\mathcal E_2$ negative. Call the integral without its last term $I[\varphi,U,V;q]$. The limiting axial compression is then

$$
T_{\lim}=\min_{q,\varphi,U,V}\frac{I}{hq^2\int_{-b}^{b}\varphi^2dx}.
$$

Numerical minimization for $0.3\le qb\le12$ gives $T_{\lim}=255$ MPa, at a period of about 20 µm, close to the full width of the strip. In the attached film this corresponds to

$$
\sigma_y=255.1+0.36(863.6)=566\ \text{MPa}.
$$

The answer to (b) is no, within this elastic model with fixed edges: 599 MPa inside the buckle exceeds the limit of 255 MPa. If the model holds, a stable straight buckle shows that the axial compression in the attached film was below about 566 MPa, or 62% of the transverse value. If the film is known to have carried more, the model does not describe it. The calculation identifies the onset of waviness, not the pattern that finally forms. The transverse balance of part (a) needs only the straight shape and its stated assumptions.

## Beside a real film

A thin vanadium film can serve as an example. Rough bulk values, $E\approx130$ GPa and $\nu\approx0.36$, give $M\approx149$ GPa; with the geometry unchanged, the inferred stress becomes about 970 MPa. A deposited film can differ from bulk metal, so its modulus should be measured if the stress is needed to a few percent. Compression of several hundred MPa to about 1 GPa is plausible for a sputtered refractory metal film, though it depends strongly on deposition conditions.

Real substrates also deform elastically at the edges. If the substrate is about as stiff as the film, this lowers the inferred stress by several percent; a softer substrate lowers it more. Temperature matters too. If the film expands more than its substrate by roughly $6\times10^{-6}$ per K, heating by 100 K adds an equal mismatch strain in both directions. With the original $M=140$ GPa, the attached film's compression then rises by $M(1+\nu)(6\times10^{-4})\simeq114$ MPa, so the inferred value belongs to the temperature at which the buckle was measured.

Plastic flow during buckling would invalidate the elastic inference. The curvature at the crest has magnitude $\pi^2w_m/(2b^2)$, so the surface bending stress, again with $M=140$ GPa, is $Mh\pi^2w_m/(4b^2)=691$ MPa, much larger than the mean transverse stress left in the buckle. A low mean transverse stress therefore does not by itself show that the film stayed elastic; the full stress at the surface, including its axial part, must be compared with the yield strength of the film itself. The remaining numerical values are in the numerical output.

## Computed values

```
Buckle height: 1.00 um
Half-width: 10.00 um
Film thickness: 0.20 um
Plane-strain modulus: 140.0 GPa
Height / thickness: 5.00 (no unit)
Half-width / thickness: 50.00 (no unit)
Critical stress = stress left in buckle: 46.06 MPa
Stretching part of stress: 863.59 MPa
INFERRED COMPRESSION: 909.65 MPa
Inferred / critical stress: 19.75 (no unit)
Prestrain sigma/modulus: 0.650 %
Height / thickness from energy solution: 5.000000 (no unit)
Log sensitivity to height: 1.899 (no unit)
Log sensitivity to half-width: -2.000 (no unit)
Log sensitivity to thickness: 0.101 (no unit)
Largest slope: 0.157 (no unit)
Stress from elastica: 907.2 MPa
Elastica change: -0.26 %
Stress if edges were hinged: 875.1 MPa
Hinged-edge change: -3.80 %
Stress with one-thickness edge give: 892.7 MPa
Edge-give change: -1.86 %
Rough Young modulus, vanadium: 130 GPa
Rough Poisson ratio, vanadium: 0.36 (no unit)
Rough plane-strain modulus, vanadium: 149.4 GPa
Stress with that modulus: 970.4 MPa
Rough expansion mismatch: 6.0 1e-6/K
Temperature change: 100 K
Thermal stress change: 114.2 MPa
Surface bending stress: 690.9 MPa
Axial compression in buckle, equal-biaxial: 598.8 MPa
Largest von Mises stress in buckle: 874.1 MPa
Von Mises stress in flat equal-biaxial film: 909.6 MPa
Axial limit inside straight buckle: 255.1 MPa
Axial limit in attached film: 566.0 MPa
Axial limit / inferred stress: 0.622 (no unit)
Period of first waviness: 20.3 um
```
